# Why Misfit Strain Bunches Steps, and the Crossover Spacing: verification in Python

```python
# Result under test: two like-signed steps on a misfit-stressed film interact as
#   U(d) = g*(F^2 ln d + D^2/d^2),  g = 2(1-nu^2)/(pi*Y),
# so the pair force changes sign at d_star = sqrt(2)*D/F (attraction beyond it).
# Y, nu: Young modulus, Poisson ratio; F = sigma0*s: force monopole of a step of
# height s under misfit stress sigma0; D: force dipole, D^2 = Dx^2 + Dz^2, with
# Dz = tau*s from surface stress tau. A uniform train of spacing l has the energy
# kappa*<u^2> per step for a displacement wave of phase phi per step.
# Units: nm, GPa, N/m (= GPa nm), nN (= N/m nm); energies per step length in meV/nm.
import numpy as np
import sympy as sp
from scipy import constants, sparse
from scipy.sparse.linalg import splu
from scipy.special import erf
from scipy.integrate import simpson
from scipy.optimize import brentq, minimize, minimize_scalar

# ---------- half-space response to harmonic traction, from the field equations
x, z = sp.symbols('x z', real=True)
k, Ys, ns = sp.symbols('k Y nu', positive=True)
a, b, c, e = sp.symbols('a b c e')
ux = sp.cos(k*x)*(a + b*k*z)*sp.exp(k*z)
uz = sp.sin(k*x)*(c + e*k*z)*sp.exp(k*z)
mu = Ys/(2*(1 + ns))
lam = Ys*ns/((1 + ns)*(1 - 2*ns))
dil = sp.diff(ux, x) + sp.diff(uz, z)
sxx = lam*dil + 2*mu*sp.diff(ux, x)
szz = lam*dil + 2*mu*sp.diff(uz, z)
sxz = mu*(sp.diff(ux, z) + sp.diff(uz, x))
quarter = sp.pi/(2*k)
bal_x = sp.expand((sp.diff(sxx, x) + sp.diff(sxz, z)).subs(x, 0)*sp.exp(-k*z))
bal_z = sp.expand((sp.diff(sxz, x) + sp.diff(szz, z)).subs(x, quarter)*sp.exp(-k*z))
balance = [p.coeff(z, n) for p in (bal_x, bal_z) for n in (0, 1)]
top_xz = sxz.subs(x, 0).subs(z, 0)
top_zz = szz.subs(x, quarter).subs(z, 0)
lateral = sp.solve(balance + [top_xz - 1, top_zz], [a, b, c, e], dict=True)[0]
vertical = sp.solve(balance + [top_xz, top_zz - 1], [a, b, c, e], dict=True)[0]
compliance = 2*(1 - ns**2)/(Ys*k)
assert sp.simplify(lateral[a] - compliance) == 0
assert sp.simplify(vertical[c] - compliance) == 0
assert sp.simplify(vertical[a] - lateral[c]) == 0


# ---------- finite elements: prestressed body with two real steps per period
def stepped_body_energy(sep_cells, nu, nx=128, nz=36):
    """Relaxation energies (monopole, dipole, cross) for Y = sigma0 = tau = 1."""
    width = 1.5/nx
    s = 0.05*width
    xs = np.arange(nx + 1)/nx
    height = np.zeros(nx + 1)
    for centre in (0.5 - sep_cells/(2*nx), 0.5 + sep_cells/(2*nx)):
        height += 0.5*s*(1 + erf((xs - centre)/(np.sqrt(2)*width)))
    depth = np.concatenate([[0], np.cumsum(1.07**np.arange(nz)/nx)])
    i, j = [m.ravel() for m in np.meshgrid(np.arange(nx), np.arange(nz),
                                           indexing='ij')]
    ci = np.stack([i, i + 1, i + 1, i], 1)
    cj = np.stack([j + 1, j + 1, j, j], 1)
    xy = np.stack([xs[ci], height[ci] - depth[cj]], 2)
    node = (ci % nx)*(nz + 1) + cj
    dof = np.stack([2*node, 2*node + 1], 2).reshape(len(i), 8)
    pref = 1/((1 + nu)*(1 - 2*nu))
    stiff = pref*np.array([[1 - nu, nu, 0], [nu, 1 - nu, 0], [0, 0, 0.5 - nu]])
    xa, ya = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    ke = np.zeros((len(i), 8, 8))
    fe = np.zeros((len(i), 8))
    for p in (-1/np.sqrt(3), 1/np.sqrt(3)):
        for q in (-1/np.sqrt(3), 1/np.sqrt(3)):
            dn = np.array([xa*(1 + q*ya), ya*(1 + p*xa)])/4
            jac = np.einsum('ka,eac->ekc', dn, xy)
            det = np.linalg.det(jac)
            grad = np.linalg.inv(jac) @ dn
            bm = np.zeros((len(i), 3, 8))
            bm[:, 0, 0::2] = grad[:, 0]
            bm[:, 1, 1::2] = grad[:, 1]
            bm[:, 2, 0::2] = grad[:, 1]
            bm[:, 2, 1::2] = grad[:, 0]
            ke += (bm.transpose(0, 2, 1) @ (stiff @ bm))*det[:, None, None]
            fe -= bm[:, 0, :]*det[:, None]      # misfit stress times strain
    size = 2*nx*(nz + 1)
    rows = np.repeat(dof, 8, axis=1).ravel()
    cols = np.tile(dof, (1, 8)).ravel()
    kmat = sparse.coo_matrix((ke.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    load = np.zeros((size, 2))
    np.add.at(load[:, 0], dof.ravel(), fe.ravel())
    seg = np.stack([np.diff(xs), np.diff(height)], 1)
    seg /= np.linalg.norm(seg, axis=1)[:, None]
    left = np.arange(nx)*(nz + 1)
    right = ((np.arange(nx) + 1) % nx)*(nz + 1)
    for comp in (0, 1):                         # surface stress times stretching
        np.add.at(load[:, 1], 2*left + comp, seg[:, comp])
        np.add.at(load[:, 1], 2*right + comp, -seg[:, comp])
    free = np.flatnonzero((np.arange(size)//2) % (nz + 1) != nz)
    sol = splu(kmat[free][:, free].tocsc()).solve(load[free])
    en = -0.5*load[free].T @ sol
    return np.array([en[0, 0], en[1, 1], en[0, 1] + en[1, 0]])/s**2


nu = 0.25
g_unit = 2*(1 - nu**2)/np.pi
fem = stepped_body_energy(32, nu) - stepped_body_energy(64, nu)
# periodic sums of the pair law at separations 1/4 and 1/2 of the period
mono_law = g_unit*np.log(np.sin(np.pi/4)/np.sin(np.pi/2))
dip_law = g_unit*np.pi**2*(1/np.sin(np.pi/4)**2 - 1/np.sin(np.pi/2)**2)
mono_ratio, dip_ratio = fem[0]/mono_law, fem[1]/dip_law
cross_rel = fem[2]/(g_unit*np.pi)
assert fem[0] < 0 < fem[1]
assert abs(mono_ratio - 1) < 0.03   # step smearing and mesh error
assert abs(dip_ratio - 1) < 0.06    # same, stronger for the shorter-range term
assert abs(cross_rel) < 0.05

# ---------- worked example
Y, misfit, s, tau, Dx = 100.0, 0.01, 0.2, 2.0, 0.3
g = 2*(1 - nu**2)/(np.pi*Y)
sigma0 = Y*misfit/(1 - nu)
F = sigma0*s
Dz = tau*s
D = np.hypot(Dx, Dz)
d_star = np.sqrt(2)*D/F
to_meV = 1e-18/constants.e*1e3      # (N/m)^2/GPa = 1e-18 J/nm
strength = g*F**2*to_meV


def pair_force(d):
    return -strength*(1/d - d_star**2/d**3)


# ---------- pair force from smeared forces and the full response matrix
values = {Ys: Y, ns: nu, k: 1}
diag = float(lateral[a].subs(values))
off = float(lateral[c].subs(values))
smear = 0.02
kk = np.linspace(0, 6/smear, 20001)
fx, fz = F + 1j*kk*Dx, 1j*kk*Dz
k_times_q = (diag*(abs(fx)**2 + abs(fz)**2)
             + 2*np.real(np.conj(fx)*1j*off*fz))*np.exp(-(kk*smear)**2)


def quad_force(d):
    return -simpson(k_times_q*np.sin(kk*d), x=kk)/np.pi*to_meV


for d in (1.5, 2.0, 5.0, 10.0):
    assert abs(quad_force(d)/pair_force(d) - 1) < 0.01   # finite smearing
zero_quad = brentq(quad_force, 1.0, 10.0)
assert abs(zero_quad/d_star - 1) < 2e-3
strongest = minimize_scalar(quad_force, bounds=(3.0, 9.0), method='bounded').x
assert abs(strongest/(np.sqrt(3)*d_star) - 1) < 5e-3


# ---------- stability of a uniform train
def ring_energy(pos, period):
    m, n = np.triu_indices(len(pos), 1)
    sine = np.sin(np.pi*(pos[n] - pos[m])/period)
    return to_meV*g*np.sum(F**2*np.log(abs(sine)) + (D*np.pi/period/sine)**2)


def ring_kappa(n_steps, mode, l):
    idx = np.arange(n_steps)
    u = 1e-3*l*np.cos(2*np.pi*mode*idx/n_steps)
    period = n_steps*l
    change = (ring_energy(idx*l + u, period) + ring_energy(idx*l - u, period)
              - 2*ring_energy(idx*l, period))/2
    return change/np.sum(u**2)


def kappa(phi, l):
    p = phi*(2*np.pi - phi)
    return to_meV*g*p/(4*l**2)*(D**2*p/(2*l**2) - F**2)


l = 2.0
for n_steps in (12, 24):
    for mode in range(1, n_steps//2 + 1):
        diff = ring_kappa(n_steps, mode, l) - kappa(2*np.pi*mode/n_steps, l)
        assert abs(diff) < 1e-3*abs(kappa(np.pi, l))
kap12, kap24 = ring_kappa(12, 1, l), ring_kappa(24, 1, l)
phi_c = np.pi - np.sqrt(np.pi**2 - 4*l**2/d_star**2)
n_c = 2*np.pi/phi_c
assert l < d_star and kap12 > 0 > kap24 and 12 < n_c < 24
n_first = int(np.floor(n_c)) + 1
assert ring_kappa(n_first, 1, l) < 0 < ring_kappa(n_first - 1, 1, l)
pairing_l = brentq(lambda t: ring_kappa(12, 6, t), 2.0, 8.0)
assert abs(pairing_l/(np.pi*d_star/2) - 1) < 1e-3

# ---------- buried interface steps: attenuation of the harmonic of period l
film = 5.0
kt = 2*np.pi*film/l
ratio_ba = float((lateral[b]/lateral[a]).subs(values))
buried = abs((1 - ratio_ba*kt)*np.exp(-kt))
assert buried < 1e-3


# ---------- relaxed isolated bunch of six steps, lengths in units of d_star
def bunch_distances(log_gaps):
    pos = np.concatenate([[0], np.cumsum(np.exp(log_gaps))])
    m, n = np.triu_indices(len(pos), 1)
    return pos[n] - pos[m]


def bunch_energy(log_gaps):
    r = bunch_distances(log_gaps)
    return np.sum(np.log(r) + 0.5/r**2)


best = minimize(bunch_energy, np.zeros(5), method='BFGS', options={'gtol': 1e-6})
mean_inv = np.mean(1/bunch_distances(best.x)**2)
assert abs(mean_inv - 1) < 1e-4
gaps = np.exp(best.x)*d_star
assert gaps.min() < d_star

# ---------- output
print(f"Young modulus Y = {Y:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"misfit strain = {100*misfit:.1f} %, step height s = {s:.2f} nm")
print(f"surface stress tau = {tau:.1f} N/m, lateral dipole Dx = {Dx:.2f} nN")
print(f"misfit stress sigma0 = {sigma0:.4f} GPa")
print(f"elastic factor g = {g:.6f} 1/GPa")
print(f"monopole F = {F:.4f} N/m")
print(f"vertical dipole Dz = {Dz:.2f} nN, total dipole D = {D:.2f} nN")
print(f"log interaction strength g F^2 = {strength:.3f} meV/nm")
print(f"crossover spacing d_star = {d_star:.3f} nm = {10*d_star:.2f} angstrom")
print(f"zero of force by Fourier quadrature = {zero_quad:.3f} nm")
print(f"ratio s/d_star = {s/d_star:.3f}")
print(f"d_star with Dx = 0: {np.sqrt(2)*tau/sigma0:.3f} nm")
for d in (1.5, 2.0, 5.0, 10.0):
    print(f"pair force at d = {d:.1f} nm: {pair_force(d):+.4f} meV/nm^2")
d_max = np.sqrt(3)*d_star
print(f"strongest attraction at {d_max:.3f} nm: {pair_force(d_max):+.4f} meV/nm^2")
print(f"same position by quadrature = {strongest:.3f} nm")
for m in (0.0025, 0.005, 0.01, 0.02):
    print(f"misfit {100*m:.2f} %: d_star = {np.sqrt(2)*D/(Y*m/(1-nu)*s):.3f} nm")
print(f"finite elements / law, monopole attraction = {mono_ratio:.4f}")
print(f"finite elements / law, dipole repulsion = {dip_ratio:.4f}")
print(f"finite elements, cross term / (pi g F D / period) = {cross_rel:.1e}")
print(f"train spacing l = {l:.1f} nm")
print(f"kappa, 12 steps per wavelength = {kap12:+.5f} meV/nm^3")
print(f"kappa, 24 steps per wavelength = {kap24:+.5f} meV/nm^3")
print(f"kappa, pairing mode = {ring_kappa(12, 6, l):+.5f} meV/nm^3")
print(f"critical phase = {phi_c:.4f} rad, steps per wavelength = {n_c:.2f}")
print(f"smallest unstable whole number of steps = {n_first}")
print(f"pairing mode changes sign at l = {pairing_l:.3f} nm")
print(f"film thickness = {film:.1f} nm, buried-step attenuation = {buried:.1e}")
print("six-step bunch gaps (nm): " + ", ".join(f"{v:.3f}" for v in gaps))
print(f"bunch: pair mean of (d_star/d)^2 = {mean_inv:.5f}")
print("all assertions hold")
```

Running it gives:

```
Young modulus Y = 100 GPa, Poisson ratio = 0.25
misfit strain = 1.0 %, step height s = 0.20 nm
surface stress tau = 2.0 N/m, lateral dipole Dx = 0.30 nN
misfit stress sigma0 = 1.3333 GPa
elastic factor g = 0.005968 1/GPa
monopole F = 0.2667 N/m
vertical dipole Dz = 0.40 nN, total dipole D = 0.50 nN
log interaction strength g F^2 = 2.649 meV/nm
crossover spacing d_star = 2.652 nm = 26.52 angstrom
zero of force by Fourier quadrature = 2.652 nm
ratio s/d_star = 0.075
d_star with Dx = 0: 2.121 nm
pair force at d = 1.5 nm: +3.7527 meV/nm^2
pair force at d = 2.0 nm: +1.0037 meV/nm^2
pair force at d = 5.0 nm: -0.3808 meV/nm^2
pair force at d = 10.0 nm: -0.2463 meV/nm^2
strongest attraction at 4.593 nm: -0.3845 meV/nm^2
same position by quadrature = 4.593 nm
misfit 0.25 %: d_star = 10.607 nm
misfit 0.50 %: d_star = 5.303 nm
misfit 1.00 %: d_star = 2.652 nm
misfit 2.00 %: d_star = 1.326 nm
finite elements / law, monopole attraction = 1.0043
finite elements / law, dipole repulsion = 1.0208
finite elements, cross term / (pi g F D / period) = -3.3e-05
train spacing l = 2.0 nm
kappa, 12 steps per wavelength = +0.16240 meV/nm^3
kappa, 24 steps per wavelength = -0.08019 meV/nm^3
kappa, pairing mode = +5.45315 meV/nm^3
critical phase = 0.3859 rad, steps per wavelength = 16.28
smallest unstable whole number of steps = 17
pairing mode changes sign at l = 4.165 nm
film thickness = 5.0 nm, buried-step attenuation = 1.4e-06
six-step bunch gaps (nm): 1.903, 1.687, 1.635, 1.687, 1.903
bunch: pair mean of (d_star/d)^2 = 1.00000
all assertions hold
```
